# Dilute nitrogen solubility in a stressed crystal

A crystalline solid takes up nitrogen from a gas or a plasma while it carries a mechanical stress. The nitrogen sits in interstices, so the number of host atoms does not change. The problem is to find how the equilibrium nitrogen content depends on the stress, and then to apply the result to the nitriding of an austenitic stainless steel.

Let $N$ nitrogen atoms occupy $M$ equivalent interstitial sites, with site fraction $y=N/M$. The temperature is $T$, and $V_0=M\Omega$ is the volume of the stress-free, nitrogen-free host, with $\Omega$ the host volume per site. Strains $\varepsilon_{ij}$ are small and measured from that state. Repeated indices are summed. Tensile stress is positive, and the mean stress is

$$\sigma_h=\tfrac13(\sigma_{xx}+\sigma_{yy}+\sigma_{zz}).$$

The stress is uniform over the region considered; in a slowly varying stress field the results apply point by point.

## (a) How does stress change the chemical potential of nitrogen?

**Question.** Find the chemical potential $\mu$ at fixed stress from the expansion that nitrogen causes. When does only the mean stress matter?

**Solution.** The work done on the solid in a small strain is $V_0\sigma_{ij}d\varepsilon_{ij}$. The Helmholtz free energy $F$, with entropy $S$, therefore obeys

$$dF=-S\,dT+V_0\sigma_{ij}\,d\varepsilon_{ij}+\mu\,dN.$$

Stress is the controlled variable, so define $G=F-V_0\sigma_{ij}\varepsilon_{ij}$. Subtracting $V_0\sigma_{ij}d\varepsilon_{ij}+V_0\varepsilon_{ij}d\sigma_{ij}$ from $dF$ gives

$$dG=-S\,dT-V_0\varepsilon_{ij}\,d\sigma_{ij}+\mu\,dN.$$

The mixed second derivatives of $G$ are equal, whichever variable is differentiated first. Hence

$$\left(\frac{\partial\mu}{\partial\sigma_{ij}}\right)_{T,N}=-V_0\left(\frac{\partial\varepsilon_{ij}}{\partial N}\right)_{T,\sigma}\equiv-V_{ij}.$$

The tensor $V_{ij}$ is the relaxed expansion per added atom. For small strains the relative volume change is the trace of the strain, so the partial atomic volume is $V=V_{xx}+V_{yy}+V_{zz}$.

In linear elasticity the strain is $\varepsilon_{ij}=C_{ijkl}(N)\sigma_{kl}+NV^{(0)}_{ij}/V_0$, where $C_{ijkl}$ is the compliance and $V^{(0)}_{ij}$ the expansion at zero stress. Differentiation with respect to $N$ gives

$$V_{ij}=V^{(0)}_{ij}+V_0\frac{dC_{ijkl}}{dN}\sigma_{kl}.$$

Raise the stress from zero in proportion to its final value and integrate $d\mu=-V_{ij}d\sigma_{ij}$. The second term grows linearly along the path, which produces a factor one half:

$$\mu(\sigma)=\mu(0)-V^{(0)}_{ij}\sigma_{ij}-\frac{V_0}{2}\frac{dC_{ijkl}}{dN}\sigma_{ij}\sigma_{kl}.$$

The last term is dropped from here on; part (f) shows its size in a model. An octahedral site in an fcc crystal has cubic symmetry, so its expansion is the same along all three axes: $V^{(0)}_{ij}=(V/3)\delta_{ij}$. Then $V^{(0)}_{ij}\sigma_{ij}=V\sigma_h$ and

$$\mu(\sigma)=\mu(0)-V\sigma_h.$$

For $V>0$, tension lowers $\mu$ because the load does work as the atom expands the solid. Compression raises it. If the stress is hydrostatic, $\sigma_{ij}=\sigma_h\delta_{ij}$, the same linear term follows for a site of any symmetry.

## (b) What does the dilute solution contribute?

**Question.** Find the dependence of $\mu(0)$ on $y$. What does the elastic energy of a uniformly expanded host add at fixed stress?

**Solution.** Assume that each site holds at most one atom and that the atoms do not otherwise interact. There are $M!/[N!(M-N)!]$ arrangements. With Stirling's formula the configurational free energy is

$$F_c=k_BT\left[N\ln N+(M-N)\ln(M-N)-M\ln M\right].$$

Its derivative is $k_BT[\ln N+1-\ln(M-N)-1]$. Let $g(T)$ be the remaining free energy of adding one atom, including its bonding and vibrations. Then

$$\mu(0)=g(T)+k_BT\ln\frac{y}{1-y}.$$

For the elastic question, take hydrostatic loading and treat the host as a uniform medium that has no elastic energy when its volume change is $NV$. Let $v$ be the volume change and $K$ the bulk modulus. The elastic energy and the potential of the load sum to

$$\frac{K}{2V_0}(v-NV)^2-\sigma_hv.$$

Setting the derivative with respect to $v$ to zero gives $v=NV+\sigma_hV_0/K$. Substitution gives

$$\frac{\sigma_h^2V_0}{2K}-\sigma_hNV-\frac{\sigma_h^2V_0}{K}=-NV\sigma_h-\frac{\sigma_h^2V_0}{2K}.$$

The last term does not depend on $N$ when $K$ is constant. In this uniform model the expansion is free to occur, so nitrogen contributes $-V\sigma_h$ per atom and no term in $N^2$. This changes when the solid is clamped, as in part (e). Real interstitials are separate centres of expansion and also interact through the distortion of the lattice between them, which can add a term in $N^2$ even without a load. The assumption of non-interacting atoms leaves that term out; part (g) estimates its effect.

## (c) What is the equilibrium nitrogen content?

**Question.** The reservoir has a chemical potential $\mu_{\rm res}$ per nitrogen atom that does not depend on the stress in the solid. Find the content $y$ relative to its stress-free value $y_0$ at the same temperature and reservoir. What change of N$_2$ pressure would have the same effect?

**Solution.** Equilibrium requires $\mu=\mu_{\rm res}$ in both states:

$$g+k_BT\ln\frac{y}{1-y}-V\sigma_h=\mu_{\rm res}=g+k_BT\ln\frac{y_0}{1-y_0}.$$

Cancel $g$, divide by $k_BT$ and exponentiate. With $x=V\sigma_h/k_BT$,

$$\frac{y}{1-y}=\frac{y_0}{1-y_0}\,e^x.$$

Multiplying out gives $y(1-y_0)=y_0e^x(1-y)$, and collecting the terms in $y$ gives

$$\frac{y}{y_0}=\frac{e^x}{1+y_0(e^x-1)}.$$

If $y_0\ll1$ and $y_0e^x\ll1$, the denominator is close to one and

$$\boxed{\frac{y}{y_0}=\exp\left(\frac{V\sigma_h}{k_BT}\right)}.$$

For $|x|\ll1$ the relative change is $V\sigma_h/k_BT$, linear in the stress. For large positive $x$ the dilute law would eventually exceed full occupation, whereas the preceding formula tends to $y=1$.

For an ideal N$_2$ gas, the reaction N$_2\leftrightarrow2$N gives $\mu_{\rm res}=\mu_{{\rm N}_2}/2$. At fixed temperature this is a constant plus $(k_BT/2)\ln p$, where $p$ is the N$_2$ pressure. Without stress, the dilute content therefore varies as $\sqrt p$, which is Sieverts' law. A pressure $p'$ acting on the unstressed solid matches the effect of stress at pressure $p$ if

$$\frac{k_BT}{2}\ln\frac{p'}{p}=V\sigma_h,\qquad \frac{p'}{p}=\exp\left(\frac{2V\sigma_h}{k_BT}\right).$$

A plasma is not in equilibrium with its neutral gas. The solubility law can still be used if the surface has a steady effective $\mu_{\rm res}$ and stress leaves it unchanged. The pressure conversion then gives an equivalent N$_2$ pressure ratio and not the ratio of actual plasma pressures.

## (d) How large is the effect in a steel?

**Question.** Take low-activity plasma nitriding of austenitic stainless steel at 700 K. Rough inputs are a lattice constant of 0.36 nm, $V=0.008$ nm$^3$, and a biaxial tension $\sigma_b=0.3$ GPa in the surface plane. Choose $y_0=0.001$. Evaluate the change in solubility.

**Solution.** A tension of 0.3 GPa exceeds the usual yield stress of annealed austenitic steel at this temperature, so the example presumes a work-hardened surface that can hold it. The free surface carries negligible normal stress, so the three normal stresses are $\sigma_b,\sigma_b,0$. Thus $\sigma_h=2\sigma_b/3=0.20$ GPa. The work term is

$$V\sigma_h=(0.008\times10^{-27}\ {\rm m^3})(0.20\times10^9\ {\rm Pa})=1.6\times10^{-21}\ {\rm J},$$

or 0.0100 eV. The thermal energy is 0.0603 eV, so $x=0.166$ and

$$\frac{y}{y_0}=e^{0.166}=1.18,\qquad y=0.00118.$$

The content rises by 18% relative to the stress-free solid. The equivalent N$_2$ pressure ratio is $e^{2x}=1.39$. Doubling the solubility needs a mean stress

$$\sigma_h=\frac{k_BT\ln2}{V}=0.84\ {\rm GPa}.$$

In a surface layer this would take a biaxial tension of 1.26 GPa, which most austenitic steels cannot carry without yielding.

At 700 K, mean stresses of $-1$ and $+1$ GPa give factors of 0.44 and 2.29. These are reciprocals, because reversing the stress reverses the exponent. With $V$ and $\sigma_h=0.20$ GPa held fixed, the factor is 1.21 at 600 K and 1.16 at 800 K. This describes the ratio $y/y_0$ at each temperature; the variation of $y_0$ itself also depends on $g(T)$ and the reservoir.

An error in $V$ enters through the exponent. Raising $V$ by 10% changes the factor from 1.18 to 1.20.

## (e) What if nitrogen generates its own stress?

**Question.** A thin layer is held at a fixed in-plane strain $\varepsilon_b$ by a thick substrate and is free to expand along its normal. Find the nitrogen content, with $y_0$ still the content at zero actual stress. Use isotropic elasticity with Young modulus $E=170$ GPa and Poisson ratio $\nu=0.3$, both rough values.

**Solution.** Nitrogen gives a stress-free linear expansion $NV/(3V_0)=Vy/(3\Omega)$ along each axis. Hooke's law for the layer is

$$\varepsilon_b=\frac{\sigma_b-\nu\sigma_b}{E}+\frac{Vy}{3\Omega}.$$

With the biaxial modulus $Y=E/(1-\nu)$, this gives

$$\sigma_b=Y\left(\varepsilon_b-\frac{Vy}{3\Omega}\right),\qquad \sigma_h=\frac23\sigma_b.$$

The chemical potential at fixed strain is $(\partial F/\partial N)_\varepsilon$. The elastic energy is $V_0$ times $\frac12(2\sigma_b)(\sigma_b/Y)=\sigma_b^2/Y$, where the factor 2 counts the two in-plane directions. Its derivative is

$$\frac{\partial}{\partial N}\left[V_0Y\left(\varepsilon_b-\frac{VN}{3V_0}\right)^2\right]=-\frac{2V}{3}\sigma_b=-V\sigma_h.$$

The result of part (a) therefore holds with the actual stress, including the part made by nitrogen. Insert that stress into the dilute law:

$$y=y_0\exp\left[\frac{2VY\varepsilon_b/3-\Lambda y}{k_BT}\right],\qquad \Lambda=\frac{2YV^2}{9\Omega}.$$

To solve for $y$, set $u=\Lambda y/k_BT$. Multiplication by $\Lambda e^u/k_BT$ gives

$$ue^u=z,\qquad z=\frac{\Lambda y_0}{k_BT}\exp\left(\frac{2VY\varepsilon_b}{3k_BT}\right).$$

The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so

$$y=\frac{k_BT}{\Lambda}W(z).$$

An fcc crystal has four octahedral sites per cubic cell. Hence $\Omega=(0.36\ {\rm nm})^3/4=0.01166$ nm$^3$. The biaxial modulus is $170/0.7=243$ GPa, and $\Lambda=1.85$ eV. Choose $\varepsilon_b$ so that the layer has $Y\varepsilon_b=0.3$ GPa before nitrogen enters. Then $z=(1.848/0.06032)(0.001)(1.180)=0.0362$, $W(z)=0.0349$, and

$$y=0.00114,\qquad \frac{y}{y_0}=1.14.$$

Nitrogen itself contributes $-YVy/(3\Omega)=-0.063$ GPa of biaxial stress. The actual tension is thus 0.237 GPa, and the gain over the stress-free content falls from 18% to 14%.

The response to an imposed strain follows by differentiating $\ln y=\ln y_0+x_b-\Lambda y/k_BT$, where $x_b=2VY\varepsilon_b/(3k_BT)$:

$$\frac{d\ln y}{dx_b}=\frac{1}{1+\Lambda y/k_BT}.$$

At the example's content this slope is $1/1.035=0.97$. This value holds for non-interacting atoms only. The attraction through lattice distortion mentioned in part (b) replaces $\Lambda$ in the slope by $\Lambda-A$, with $A$ defined in part (g). For isotropic centres of expansion $A=\Lambda$, so the slope returns to one while the factor $y/y_0$ stays at 1.14. Self-stress changes the content itself only slightly when $y\ll k_BT/\Lambda=0.033$. Measured against $y_0$, it removes about a fifth of the gain here, but most of that loss is present without any load: at $\varepsilon_b=0$ the clamped layer already has $y/y_0=0.97$, and the imposed strain then raises its content by 17%. At $y=0.033$ the formula already gives a self-stress near $-1.8$ GPa, so plastic flow may begin, and the elastic model fail, before that content is reached.

## (f) When do stress components other than the mean matter?

**Question.** An octahedral site in bcc has one special axis. For a site with its axis along $z$, write $V_{xx}=V_{yy}=V_1$ and $V_{zz}=V_3$. How does uniaxial stress affect it, and what happens when all three site orientations are equally numerous?

**Solution.** From part (a), a stress $s$ along $z$ shifts the insertion energy by $-V_3s$. The same stress along $x$ shifts it by $-V_1s$. Both loads have $\sigma_h=s/3$, yet the shifts differ if $V_1\ne V_3$. The mean-stress law therefore fails for a single orientation.

Now let the three orientations share one reservoir and let all be dilute. Write $x_\alpha=V^{(\alpha)}_{ij}\sigma_{ij}/k_BT$ for orientation $\alpha$. Each class follows its own exponential, so

$$\frac{y}{y_0}=\frac13\sum_{\alpha=1}^3e^{x_\alpha}.$$

Each Cartesian axis is the special axis of one class. The expansion tensors consequently sum to $(2V_1+V_3)\delta_{ij}=V\delta_{ij}$, and the average of $x_\alpha$ is $V\sigma_h/k_BT$. The mean-stress law is recovered to first order in stress. Because the exponential is convex, its average is at least the exponential of the average:

$$\frac{y}{y_0}\ge\exp\left(\frac{V\sigma_h}{k_BT}\right).$$

Spring crystals show these shifts without assuming the stress law. They are mechanical models and not calculations of steel. In each, Newton's method minimizes the spring energy minus the work of the load, over atomic positions and three normal cell strains. The insertion energy is the difference between minima with and without the interstitial. Half the difference between its values at $+s$ and $-s$ isolates the part odd in stress.

The bcc model has 54 host atoms and a lattice constant $a=2.87$ Å. First- and second-neighbour springs have stiffnesses 3.0 and 2.0 eV/Å$^2$ and are unstretched in the perfect crystal. The interstitial has two axial springs of stiffness 6.0 eV/Å$^2$ and rest length $0.625a$, and four lateral springs of stiffness 4.0 eV/Å$^2$ and rest length $a/\sqrt2$. Relaxation gives $V_1=-0.449$ Å$^3$ and $V_3=2.150$ Å$^3$. For $s=0.3$ GPa the odd shift is $-4.03$ meV along the site axis and $+0.84$ meV across it. Tension across the axis thus opposes insertion in this model. These values depend slightly on cell size: with 432 host atoms, $V_1=-0.44$ Å$^3$, $V_3=2.13$ Å$^3$, and the shifts are $-3.99$ and $+0.83$ meV.

The fcc model has 108 host atoms and $a=3.6$ Å. Its unstretched nearest-neighbour springs have stiffness 2.7 eV/Å$^2$; six interstitial springs have stiffness 6.0 eV/Å$^2$ and rest length $0.585a$. The relaxed volume is $V=4.52$ Å$^3$, so $-V\sigma_h=-5.64$ meV at $\sigma_h=0.2$ GPa. The odd shift is $-5.64$ meV under hydrostatic stress and $-5.65$ meV under a uniaxial stress of 0.6 GPa, which has the same mean. With 500 host atoms, $V=4.53$ Å$^3$ and both shifts are $-5.66$ meV.

The part even in stress is 0.006 meV for the hydrostatic load and 0.17 meV for the uniaxial load. Its leading term is the compliance term dropped in part (a). For the uniaxial load it is 3% of the linear shift.

## (g) How far does the steel example carry over to a real layer?

**Question.** Size the neglected effects and identify where the model ceases to describe nitriding.

**Solution.** Site blocking changes the factor by a relative amount of about $-y_0(e^x-1)=-0.00018$, which is negligible here. The work of a total gas pressure of 3 Torr on the volume $V$ is $3.3\times10^{-7}k_BT$. If the biaxial modulus has a relative slope of magnitude one per unit $y$, the change of elastic energy per atom is $\Omega\sigma_b^2/Y$, or $4.5\times10^{-4}k_BT$. An attraction between nitrogen atoms that lowers $\mu$ by $Ay$ would raise $\ln(y/y_0)$ by $A(y-y_0)/k_BT$. For an illustrative $A=1$ eV this is 0.003 in the example. The elastic part of $A$ is probably larger: isotropic elasticity gives $A=\Lambda=1.85$ eV, for which the shift is 0.006 and the factor becomes 1.19. Anisotropy and short-range forces change this value. It grows faster than in proportion to the content, because the added nitrogen lowers $\mu$ further.

Chromium can bind nitrogen. For random mixing with a chromium fraction of 0.18, the share of octahedral sites with at least one chromium among six neighbours is $1-0.82^6=0.70$. Give these sites a chosen binding energy of 0.20 eV, keeping the total stress-free content at 0.001. If traps and ordinary sites have the same $V$ and both expand equally along all axes, stress multiplies both dilute populations by the same factor, which remains 1.18. If $V$ is 10% smaller in the traps, solving for the common chemical potential and summing both occupations gives 1.16.

Equilibrium also takes time to reach. With an assumed diffusivity $D=10^{-11}$ cm$^2$/s and a time $t=4$ h, $\sqrt{Dt}=3.8$ µm. This diffusivity is generous for dilute nitrogen. High-temperature data for fcc iron extrapolate to roughly $2\times10^{-13}$ cm$^2$/s at 700 K, or $\sqrt{Dt}\approx0.6$ µm, and chromium traps can slow diffusion further. The law can describe the content close to a surface that is in equilibrium with the reservoir, while a thick part remains far from uniform equilibrium.

The chosen $y_0=0.001$ is far below the content of strongly nitrided austenitic layers, where site fractions of order 0.1 or more occur. There the dilute assumption breaks. At $y_0=0.2$, blocking alone would lower the factor for $\sigma_h=0.20$ GPa from 1.18 to $1.18/(1+0.2\times0.18)=1.14$. A larger failure is mechanical: the clamped elastic formula gives a self-stress near $-11$ GPa at $y=0.2$, which is not a credible stress for the steel. Plastic flow, nitrogen interactions and a content-dependent $V$ must then be included. If chromium nitride forms, the law can apply only to the nitrogen that stays dissolved. The total content then includes the nitride, and $y_0$ changes as the matrix loses chromium. The 18% increase is therefore an estimate for dilute nitrogen under a maintained tension, and the 14% increase is its counterpart in the clamped elastic layer.
